**Stationary points of adatom energy surfaces on a periodic cell**

For a smooth periodic energy $V(x,y)$ with nondegenerate stationary points, the numbers of minima, saddles and maxima per surface cell satisfy $n_{\min}-n_{\rm sad}+n_{\max}=0$. The program relaxes the height of an adatom on rigid three-layer fcc slabs with a Morse pair potential and finds the stationary points by Newton searches. It asserts the counts (2, 3, 1) for fcc(111), (1, 2, 1) for fcc(100) and (2, 4, 2) for a square model surface with minima at the bridges. It compares the relaxed gradient and Hessian with finite differences of the energy, and the winding of the gradient around each point with the sign of the Hessian determinant. Windings on a $24\times24$ grid of plaquettes must reproduce the same numbers of extrema and saddles. The Euler characteristic $\chi$ of the flooded region $V\le c$ is counted on a triangular net and must equal the alternating sum of the stationary points below the level $c$. The output also shows a degenerate monkey saddle with winding $-2$, which balances one minimum and one maximum.

## Numerical verification

```python
"""Result under test: for a smooth periodic surface V(x,y) with nondegenerate
stationary points, minima - saddles + maxima = 0 per surface cell.

V is the energy of an adatom on a rigid fcc slab, minimized over its height z.
Pair energy: D*(e^2 - 2e), e = exp(-alpha*(r - r0)); energies in eV, lengths in
angstrom. Sites are given as fractions of the cell vectors a1, a2.
chi = vertices - edges + triangles of the flooded region V <= level.
Winding = number of turns of grad V along a closed counterclockwise loop.
Two trigonometric surfaces test an unusual site order and a degenerate point.
"""
import numpy as np

D, alpha, r0 = 0.3, 1.4, 2.8
a = 2.8            # nearest-neighbour distance in the slab
layers = 3


def make_adatom_model(cell, shift, spacing):
    m = np.arange(-7, 8)
    i, j = [q.ravel() for q in np.meshgrid(m, m, indexing="ij")]
    slab = []
    for layer in range(layers):
        xy = np.stack([i + layer * shift, j + layer * shift], -1) @ cell
        slab.append(np.column_stack([xy, np.full(len(xy), -layer * spacing)]))
    atoms = np.vstack(slab)

    def full_energy(p):
        d = p[:, None, :] - atoms[None]
        r = np.sqrt((d * d).sum(-1))
        e = np.exp(-alpha * (r - r0))
        first = -2 * alpha * D * (e * e - e)
        second = 2 * alpha**2 * D * (2 * e * e - e)
        u = d / r[..., None]
        grad = (first[..., None] * u).sum(1)
        weight = second - first / r
        hess = np.matmul((weight[..., None] * u).transpose(0, 2, 1), u)
        hess += (first / r).sum(1)[:, None, None] * np.eye(3)
        return D * (e * e - 2 * e).sum(1), grad, hess

    def relaxed(xy):
        p = np.column_stack([xy, np.full(len(xy), 1.9)])
        for _ in range(12):
            energy, g, h = full_energy(p)
            if np.abs(g[:, 2]).max() < 1e-11:
                break
            p[:, 2] -= np.clip(g[:, 2] / np.abs(h[:, 2, 2]), -0.3, 0.3)
        energy, g, h = full_energy(p)
        assert np.abs(g[:, 2]).max() < 1e-9 and h[:, 2, 2].min() > 0
        coupling = h[:, :2, 2]
        h2 = h[:, :2, :2] - (coupling[:, :, None] * coupling[:, None, :]
                             / h[:, 2, 2][:, None, None])
        return energy, g[:, :2], h2, p[:, 2]

    return relaxed


def wrap(angle):
    return (angle + np.pi) % (2 * np.pi) - np.pi


def winding(gradient, centre, radius=0.1):
    t = 2 * np.pi * np.arange(72) / 72
    g = gradient(centre + radius * np.stack([np.cos(t), np.sin(t)], -1))
    turn = np.arctan2(g[:, 1], g[:, 0])
    return int(np.rint(wrap(np.roll(turn, -1) - turn).sum() / (2 * np.pi)))


def cell_points(n):
    k = np.arange(n)
    f = np.meshgrid((k + 0.45) / n, (k + 0.40) / n, indexing="ij")
    return np.stack(f, -1).reshape(-1, 2)


def stationary_points(model, cell):
    """Newton search from 64 starts; returns distinct converged points."""
    to_fraction = np.linalg.inv(cell)
    xy = cell_points(8) @ cell
    cap = 0.1 * np.linalg.norm(cell[0])
    for _ in range(35):
        _, g, h, _ = model(xy)
        step = -np.linalg.solve(h, g[..., None])[..., 0]
        length = np.linalg.norm(step, axis=1, keepdims=True)
        step *= np.minimum(1, cap / np.maximum(length, 1e-15))
        xy = ((xy + step) @ to_fraction % 1.0) @ cell
    _, g, _, _ = model(xy)
    found = []
    for f in (xy @ to_fraction)[np.linalg.norm(g, axis=1) < 1e-8]:
        if all(np.abs((f - q + 0.5) % 1 - 0.5).max() > 1e-3 for q in found):
            found.append(f)
    return np.array(found)


def flooded_chi(v, level):
    m = v <= level
    right, up = np.roll(m, -1, 0), np.roll(m, -1, 1)
    far = np.roll(right, -1, 1)
    edges = (m & right).sum() + (m & up).sum() + (right & up).sum()
    triangles = (m & right & up).sum() + (right & up & far).sum()
    return int(m.sum() - edges - 0 + triangles)


def analyse(name, model, cell, expected, has_height=True):
    # relaxed gradient and Hessian against differences of the energy
    p, s = np.array([0.23, 0.41]) @ cell, 2e-3
    ex, ey = np.array([s, 0]), np.array([0, s])
    v = model(np.array([p, p + ex, p - ex, p + ey, p - ey, p + ex + ey,
                        p - ex - ey, p + ex - ey, p - ex + ey]))[0]
    _, g, h, _ = model(p[None])
    assert np.allclose(g[0], [(v[1] - v[2]) / (2 * s),
                              (v[3] - v[4]) / (2 * s)], atol=1e-4)
    numeric = [(v[1] + v[2] - 2 * v[0]) / s**2,
               (v[3] + v[4] - 2 * v[0]) / s**2,
               (v[5] + v[6] - v[7] - v[8]) / (4 * s**2)]
    assert np.allclose([h[0, 0, 0], h[0, 1, 1], h[0, 0, 1]], numeric,
                       atol=1e-3)

    sites = stationary_points(model, cell)
    energy, _, hess, height = model(sites @ cell)
    negative = (np.linalg.eigvalsh(hess) < 0).sum(1)
    order = np.lexsort((energy, negative))
    sites, energy, hess = sites[order], energy[order], hess[order]
    height, negative = height[order], negative[order]
    zero = energy.min()
    counts = tuple(int((negative == k).sum()) for k in range(3))
    kinds = ["minimum", "saddle", "maximum"]
    for f, e, z, k in zip(sites, energy, height, negative):
        f = np.round(f, 6) % 1.0
        tail = f", height {z:.3f} angstrom" if has_height else ""
        print(f"{name} {kinds[k]} at ({f[0]:.4f}, {f[1]:.4f}): "
              f"{abs(e - zero):.4f} eV{tail}")
    print(f"{name} minima, saddles, maxima: {counts}, alternating sum "
          f"{counts[0] - counts[1] + counts[2]}")
    assert counts == expected
    assert counts[0] - counts[1] + counts[2] == 0

    # winding around each point against the sign of det H
    for f, matrix in zip(sites, hess):
        turns = winding(lambda q: model(q)[1], f @ cell)
        assert turns == int(np.sign(np.linalg.det(matrix)))

    # search for missed points: winding on every plaquette of a grid
    n = 24
    v, g, _, _ = model(cell_points(n) @ cell)
    v = v.reshape(n, n)
    t = np.arctan2(g[:, 1], g[:, 0]).reshape(n, n)
    right = np.roll(t, -1, 0)
    corners = [t, right, np.roll(right, -1, 1), np.roll(t, -1, 1)]
    total = sum(wrap(corners[(k + 1) % 4] - corners[k]) for k in range(4))
    charge = np.rint(total / (2 * np.pi)).astype(int)
    assert (charge == 1).sum() == counts[0] + counts[2]
    assert (charge == -1).sum() == counts[1]
    assert np.abs(charge).max() == 1

    # flooding: topology of V <= level against the points already covered
    levels = np.sort(energy)
    span = levels[-1] - levels[0]
    tests = [(lo + hi) / 2 for lo, hi in zip(levels[:-1], levels[1:])
             if hi - lo > 0.02 * span] + [levels[-1] + 0.1 * span]
    assert len(tests) >= 3
    for level in tests:
        chi = flooded_chi(v, level)
        below = negative[energy < level]
        assert chi == int(((-1) ** below).sum())
        print(f"{name} flooded to {level - zero:.4f} eV: chi = {chi}")
    return sites, energy, negative


print(f"Morse depth D = {D} eV, alpha = {alpha} 1/angstrom")
print(f"Morse distance r0 = {r0} angstrom, slab spacing a = {a} angstrom")
print(f"slab layers: {layers}")

hexagonal = a * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
square = a * np.eye(2)
model111 = make_adatom_model(hexagonal, 1 / 3, a * np.sqrt(2 / 3))
model100 = make_adatom_model(square, 1 / 2, a / np.sqrt(2))

sites, energy, negative = analyse("fcc(111)", model111, hexagonal, (2, 3, 1))
# the hollow above a second-layer atom is hcp, the other one is fcc
hollows = np.array([[1 / 3, 1 / 3], [2 / 3, 2 / 3]])
for hollow in hollows:
    assert np.abs(sites[negative == 0] - hollow).max(1).min() < 1e-4
e_hcp, e_fcc = model111(hollows @ hexagonal)[0]
print(f"fcc(111) E(hcp hollow) - E(fcc hollow) = "
      f"{1000 * (e_hcp - e_fcc):.3f} meV")
saddles = sites[negative == 1]
middle = saddles[np.argmin(np.abs(saddles - 0.5).max(1))]
offset = (middle - 0.5) @ hexagonal
toward_fcc = offset @ (np.array([1, 1]) @ hexagonal) / (a * np.sqrt(3))
print(f"fcc(111) saddle shift from bridge midpoint toward fcc hollow: "
      f"{toward_fcc:.5f} angstrom")

sites, energy, negative = analyse("fcc(100)", model100, square, (1, 2, 1))
assert np.abs(sites[negative == 0][0] - 0.5).max() < 1e-4

# square surface with minima at the bridges; here (0,0) is the hollow
A, B = 0.1, 0.2


def bridge_model(p):
    x, y = p.T
    cx, cy, sx, sy = np.cos(x), np.cos(y), np.sin(x), np.sin(y)
    v = -A * (cx + cy) + B * cx * cy
    g = np.stack([A * sx - B * sx * cy, A * sy - B * cx * sy], -1)
    h = np.empty((len(p), 2, 2))
    h[:, 0, 0] = A * cx - B * cx * cy
    h[:, 1, 1] = A * cy - B * cx * cy
    h[:, 0, 1] = h[:, 1, 0] = B * sx * sy
    return v, g, h, np.zeros(len(p))


print(f"bridge model: A = {A} eV, B = {B} eV, hollow (0,0), top (1/2,1/2)")
sites, energy, negative = analyse("bridge model", bridge_model,
                                  2 * np.pi * np.eye(2), (2, 4, 2), False)
assert np.allclose(np.cos(2 * np.pi * sites[negative == 1]), A / B, atol=1e-6)

# degenerate threefold saddle: V = sum of sin(k.r), three k at 120 degrees
k = np.array([[1, 0], [-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2]])
corner = np.array([2 * np.pi / 3, 2 * np.pi / np.sqrt(3)])
turns = [winding(lambda p: np.cos(p @ k.T) @ k, c)
         for c in (np.zeros(2), corner, -corner)]
values = [np.sin(k @ c).sum() for c in (corner, -corner)]
print(f"monkey saddle winding: {turns[0]}")
print(f"its maximum and minimum: V = {values[0]:.4f}, {values[1]:.4f} "
      f"(amplitude units), windings {turns[1]}, {turns[2]}")
print(f"sum of the three windings: {sum(turns)}")
assert turns == [-2, 1, 1]
print("success")
```

Printed output:

```
Morse depth D = 0.3 eV, alpha = 1.4 1/angstrom
Morse distance r0 = 2.8 angstrom, slab spacing a = 2.8 angstrom
slab layers: 3
fcc(111) minimum at (0.3333, 0.3333): 0.0000 eV, height 2.076 angstrom
fcc(111) minimum at (0.6667, 0.6667): 0.0002 eV, height 2.076 angstrom
fcc(111) saddle at (0.5001, 0.5001): 0.0688 eV, height 2.138 angstrom
fcc(111) saddle at (0.5001, 0.9998): 0.0688 eV, height 2.138 angstrom
fcc(111) saddle at (0.9998, 0.5001): 0.0688 eV, height 2.138 angstrom
fcc(111) maximum at (0.0000, 0.0000): 0.3944 eV, height 2.437 angstrom
fcc(111) minima, saddles, maxima: (2, 3, 1), alternating sum 0
fcc(111) flooded to 0.0345 eV: chi = 2
fcc(111) flooded to 0.2316 eV: chi = -1
fcc(111) flooded to 0.4338 eV: chi = 0
fcc(111) E(hcp hollow) - E(fcc hollow) = -0.168 meV
fcc(111) saddle shift from bridge midpoint toward fcc hollow: 0.00038 angstrom
fcc(100) minimum at (0.5000, 0.5000): 0.0000 eV, height 1.769 angstrom
fcc(100) saddle at (0.0000, 0.5000): 0.4174 eV, height 2.150 angstrom
fcc(100) saddle at (0.5000, 0.0000): 0.4174 eV, height 2.150 angstrom
fcc(100) maximum at (0.0000, 0.0000): 0.7256 eV, height 2.464 angstrom
fcc(100) minima, saddles, maxima: (1, 2, 1), alternating sum 0
fcc(100) flooded to 0.2087 eV: chi = 1
fcc(100) flooded to 0.5715 eV: chi = -1
fcc(100) flooded to 0.7981 eV: chi = 0
bridge model: A = 0.1 eV, B = 0.2 eV, hollow (0,0), top (1/2,1/2)
bridge model minimum at (0.0000, 0.5000): 0.0000 eV
bridge model minimum at (0.5000, 0.0000): 0.0000 eV
bridge model saddle at (0.1667, 0.1667): 0.1500 eV
bridge model saddle at (0.1667, 0.8333): 0.1500 eV
bridge model saddle at (0.8333, 0.1667): 0.1500 eV
bridge model saddle at (0.8333, 0.8333): 0.1500 eV
bridge model maximum at (0.0000, 0.0000): 0.2000 eV
bridge model maximum at (0.5000, 0.5000): 0.6000 eV
bridge model minima, saddles, maxima: (2, 4, 2), alternating sum 0
bridge model flooded to 0.0750 eV: chi = 2
bridge model flooded to 0.1750 eV: chi = -2
bridge model flooded to 0.4000 eV: chi = -1
bridge model flooded to 0.6600 eV: chi = 0
monkey saddle winding: -2
its maximum and minimum: V = 2.5981, -2.5981 (amplitude units), windings 1, 1
sum of the three windings: 0
success
```
